\section*{Why unfilled traps lower the drift mobility so strongly}

\section*{Question}

I have an exercise on an amorphous oxide film. The band mobility is $10$ cm$^2$/Vs, the ratio of trap density to band density is $0.2$, and the traps lie $0.2$ eV below the band edge. I am asked to show that ``unsaturated trapping'' lowers the drift mobility at 300 K to about $0.02$ cm$^2$/Vs.

There are five times fewer trap states than band states, so I would put one electron in six into a trap. That gives $10/1.2\approx 8.3$ cm$^2$/Vs, nowhere near the stated value. What have I missed? What does ``unsaturated'' do in the argument, and why is no capture rate given? Surely it matters how quickly the traps catch electrons.

\section*{Answer}

You counted states, but electrons are shared out according to states times Boltzmann factors. A trap $0.2$ eV deep is nearly eight $kT$ below the band edge at 300 K, and that outweighs the small number of traps. ``Unsaturated'' means that the traps are nearly empty, so each electron finds them available. The capture rate cancels from the mean, as shown below.

In the algebra I use atomic units, $\hbar=m_e=e=1$. The band mass is $m$, energies are measured from the band edge, and mobilities relate magnitudes of velocity and field, so the electron's negative charge brings no sign.

\subsection*{From populations to mobility}

Let $n_c$ be the density of electrons in the band and $n_t$ the density in traps. In a field $F$ the free electrons drift at $\mu_0F$ and the trapped ones stand still. The mean velocity of all electrons is therefore
\begin{equation}
\bar v=\frac{n_c\,\mu_0F+n_t\cdot 0}{n_c+n_t},
\qquad
\mu_d=\frac{\bar v}{F}=\frac{\mu_0}{1+n_t/n_c}.
\label{drift}
\end{equation}
What remains is the ratio $n_t/n_c$. I assume that the field is weak enough to leave the equilibrium populations unchanged.

\textbf{The band.} For a parabolic band, the number of states per volume below energy $E$, with both spins, is $2\,(4\pi k^3/3)/(2\pi)^3=k^3/(3\pi^2)$, where $k=\sqrt{2mE}$. Differentiating with respect to $E$ gives the density of states
\begin{equation}
D(E)=\frac{(2m)^{3/2}}{2\pi^2}\sqrt E .
\end{equation}
Let $\eta$ be the chemical potential divided by $kT$ (from here on $k$ is Boltzmann's constant). If the band is nondegenerate, $e^\eta\ll1$, the occupation is $e^{\eta-E/kT}$. With $\int_0^\infty\sqrt E\,e^{-E/kT}dE=(kT)^{3/2}\sqrt\pi/2$,
\begin{equation}
n_c=N_c e^\eta,\qquad
N_c=\frac{(2mkT)^{3/2}}{4\pi^{3/2}}
=2\left(\frac{mkT}{2\pi}\right)^{3/2}.
\label{band}
\end{equation}
The ``band density'' in your exercise is this effective density $N_c$, which counts roughly the states within reach of $kT$. It is not the number of all states in the band.

\textbf{The traps.} Let there be $N_t$ sites per volume at energy $-E_t$. Each holds at most one electron, because repulsion excludes a second, and that electron may have either spin. The statistical weights are $1$ for the empty site and $z=e^{\eta+E_t/kT}$ for each of the $g=2$ filled states. The occupied fraction is
\begin{equation}
f=\frac{gz}{1+gz}.
\label{filling}
\end{equation}
Unsaturated trapping means $gz\ll1$. Then $f\simeq gz$ and
\begin{equation}
n_t\simeq gN_t\,e^{\eta+E_t/kT}.
\end{equation}
Dividing by \eqref{band} cancels $e^\eta$, and with it the number of electrons:
\begin{equation}
\frac{n_t}{n_c}=r\,e^{E_t/kT},\quad r=\frac{gN_t}{N_c},
\qquad
\boxed{\mu_d=\frac{\mu_0}{1+r\,e^{E_t/kT}}}
\label{result}
\end{equation}

\textbf{The numbers.} At 300 K, $kT=0.02585$ eV, so $E_t/kT=7.736$ and $e^{E_t/kT}=2290$. There are $0.2\times2290=458$ trapped electrons for each free one, and
\begin{equation}
\mu_d=\frac{10}{1+458}\ \text{cm}^2/\text{Vs}=0.0218\ \text{cm}^2/\text{Vs}.
\end{equation}

Your estimate is the case $E_t\ll kT$ of the same formula, where the exponential is one and $\mu_d=\mu_0/(1+r)$. In the opposite limit, $r\,e^{E_t/kT}\gg1$, the one in the denominator can be dropped and $\mu_d\simeq(\mu_0/r)\,e^{-E_t/kT}$. Your exercise is in this second regime.

One convention matters. I read the given $0.2$ as a ratio of states, with the spin factor $g$ included. If it meant trap \emph{sites} divided by $N_c$, the ratio of populations would double and the mobility would be $0.011$ cm$^2$/Vs.

\subsection*{Why the capture rate drops out}

Let free electrons be captured at a rate per volume $c\,n_c(N_t-n_t)$ and trapped ones released at $\nu n_t$. In equilibrium the two balance. With $n_t=fN_t$ and $(1-f)/f=1/(gz)$ from \eqref{filling},
\begin{equation}
\nu=c\,n_c\,\frac{1-f}{f}
=\frac{c\,N_ce^\eta}{g\,e^{\eta+E_t/kT}}
=\frac{c\,N_c}{g}\,e^{-E_t/kT}.
\end{equation}
A trap that catches quickly also releases quickly. With nearly empty traps, the mean free time before capture is $\tau_c=1/(cN_t)$ and the mean time in a trap is $\tau_r=1/\nu$, so
\begin{equation}
\frac{\tau_r}{\tau_c}=\frac{cN_t}{\nu}=\frac{gN_t}{N_c}\,e^{E_t/kT},
\end{equation}
which is the population ratio again.

Now follow one electron over a length $L$, starting in the band. It needs a free time $t_0=L/(\mu_0F)$, during which it is captured $M=t_0/\tau_c$ times on average. Its mean transit time is
\begin{equation}
\bar t=t_0+M\tau_r=t_0\left(1+\frac{\tau_r}{\tau_c}\right),
\end{equation}
so $L/(F\bar t)$ is the mobility \eqref{result}. The capture coefficient does affect the scatter. The number of captures is Poisson distributed and each stay is exponentially distributed with mean square $2\tau_r^2$, so the total trapped time has variance $2M\tau_r^2$. Its relative spread is $\sqrt{2/M}$. If $M$ is not large, single transits differ widely and the mean says little about any one of them.

\subsection*{A concrete strip}

Take a strip of amorphous indium gallium zinc oxide between two contacts, $10$ $\mu$m apart, at a bias of $1$ V. The field is $1000$ V/cm, or $0.001$ MV/cm. A rough band mass of $0.34\,m_e$ gives $N_c=5.0\times10^{18}$ cm$^{-3}$. The given ratio then fixes
\begin{equation}
N_t=\frac{rN_c}{g}=\frac{0.2\times5.0\times10^{18}}{2}\ \text{cm}^{-3}
\approx5.0\times10^{17}\ \text{cm}^{-3}.
\end{equation}
Without traps the transit takes
\begin{equation}
t_0=\frac{10^{-3}\ \text{cm}}{10\times1000\ \text{cm/s}}=0.10\ \mu\text{s},
\end{equation}
and with traps it takes $459$ times as long, about $46$ $\mu$s.

For the time scales I assume a capture cross-section of $10^{-15}$ cm$^2$. Multiplied by the thermal speed, $1.85\times10^7$ cm/s, it gives $c$. The electron is then free for $0.11$ ns on average and trapped for $50$ ns, with about $918$ captures per transit. Following 4000 electrons event by event through such random captures and releases gives a mobility of $0.0218$ cm$^2$/Vs and a relative spread of transit times of $0.046$; the estimate $\sqrt{2/918}$ is $0.047$.

Thermal diffusion, left out of that simulation, blurs the arrival more. An electron diffuses only while free, with diffusion constant $\mu_0kT$ by the Einstein relation. Its positional spread after the free time $t_0$ is
\begin{equation}
\frac{\sqrt{2\mu_0kT\,t_0}}{L}=\sqrt{\frac{2kT}{FL}}=0.23
\end{equation}
for $FL=1$ eV. This smears the arrival times of independent electrons but does not change the mean drift velocity. An injected charge packet behaves this way only in a nearly empty film: with $\epsilon\approx10$ the dielectric relaxation time exceeds the transit time only below about $5\times10^{12}$ electrons per cm$^3$, and at $10^{16}$ cm$^{-3}$ it is about $25$ ns.

\subsection*{When the traps fill}

To see where ``unsaturated'' fails, keep the full occupation \eqref{filling}. Since $e^\eta=n_c/N_c$,
\begin{equation}
gz=\frac{n_c}{n_1},\qquad n_1=\frac{N_c}{g}\,e^{-E_t/kT},
\qquad
n_t=\frac{N_t\,n_c}{n_c+n_1}.
\end{equation}
Here $n_1=1.1\times10^{15}$ cm$^{-3}$ is the free density at which half the traps are occupied. Because $n_1/(n_c+n_1)=1-f$ and $N_t/n_1=r\,e^{E_t/kT}$,
\begin{equation}
\frac{n_t}{n_c}=\frac{N_t}{n_1}\,(1-f)=r\,e^{E_t/kT}(1-f).
\end{equation}
Filling a small fraction $f$ of the traps thus raises a strongly trap-limited mobility by about that same fraction.

Suppose the strip holds $10^{16}$ electrons per cm$^3$ in all, neutralised by fixed donors. Solving for the chemical potential with Fermi--Dirac statistics gives $f=0.020$ and a mobility of $0.0222$ cm$^2$/Vs, which is $2\%$ above the unsaturated value. With everything else fixed, a total density of $10^{17}$ cm$^{-3}$ gives $0.027$ cm$^2$/Vs, and $5\times10^{17}$ cm$^{-3}$, close to $N_t$, gives $0.48$ cm$^2$/Vs. Beyond that the traps are nearly full and $n_c\simeq n-N_t$, where $n$ is the total density. At $n=2\times10^{18}$ cm$^{-3}$,
\begin{equation}
\mu_d\simeq\mu_0\left(1-\frac{N_t}{n}\right)
=10\left(1-\frac{0.50}{2.0}\right)\ \text{cm}^2/\text{Vs}
=7.5\ \text{cm}^2/\text{Vs},
\end{equation}
as the full statistics also give. When most electrons are trapped, as here, the condition for \eqref{result} is therefore that the total electron density be far below the trap density. It is not enough that the free density be small compared with $N_t$.

\subsection*{Temperature}

The ratio $r=0.2$ belongs to 300 K, because $N_c\propto T^{3/2}$. Hold $\mu_0$, $N_t$ and $E_t$ fixed, and write $\beta=1/kT$ and $R=r\,e^{\beta E_t}\propto\beta^{3/2}e^{\beta E_t}$. Then $d\ln R/d\beta=E_t+\tfrac32kT$. Since $\ln\mu_d=\ln\mu_0-\ln(1+R)$,
\begin{equation}
-\frac{d\ln\mu_d}{d\beta}
=\frac{R}{1+R}\left(E_t+\tfrac32kT\right)
=\left(1-\frac{\mu_d}{\mu_0}\right)\left(E_t+\tfrac32kT\right).
\end{equation}
At 300 K this is $0.238$ eV. Reading the slope of an Arrhenius plot directly as the trap depth would overestimate it by $0.038$ eV in this model. The mobility itself is $0.0035$ cm$^2$/Vs at 250 K and $0.082$ cm$^2$/Vs at 350 K, so the stated temperature is an essential part of the answer.

\subsection*{How this compares with a real film}

A mobility of order $10$ cm$^2$/Vs is a rough typical value for transistors of this oxide in the on state. There the electron density can exceed that of the traps, so such a value does not conflict with $0.02$ cm$^2$/Vs for the same film at low density: the model itself gives $7.5$ cm$^2$/Vs at $2\times10^{18}$ cm$^{-3}$ as the average over all electrons. A field-effect mobility taken from the transconductance is instead differential, $\mu_0\,dn_c/dn=\mu_0/[1+r\,e^{E_t/kT}(1-f)^2]$ for a nondegenerate band, and at that density it is close to $10$ cm$^2$/Vs. The trap density and depth here come from the exercise and are not measured properties of a particular film. Two assumptions are plainly doubtful in a disordered film.

The first is the band of nearly free electrons. The given mobility and the mass $0.34\,m_e$ imply a scattering time $\mu_0m=1.9$ fs. At the thermal speed an electron then travels only about $0.4$ nm between collisions, far less than its thermal wavelength $\sqrt{2\pi/(mkT)}=7.4$ nm. For such a film the parabolic band is a convenient model, and $N_c$ is best regarded as an effective parameter.

The second is the single trap depth. Let the depth be $E_t+x$, with $x$ Gaussian of standard deviation $s$. Completing the square in the average of $e^{x/kT}$,
\begin{equation}
-\frac{x^2}{2s^2}+\frac{x}{kT}
=-\frac{(x-s^2/kT)^2}{2s^2}+\frac{s^2}{2(kT)^2},
\end{equation}
shows that trapping is multiplied by $e^{s^2/2(kT)^2}$. For an assumed $s=0.03$ eV the factor is $1.96$, and the mobility falls to $0.011$ cm$^2$/Vs. This holds while the deeper sites, which fill first, are still nearly empty; the factor is $1.9$ at a total density of $10^{16}$ cm$^{-3}$ and $1.4$ at $10^{17}$ cm$^{-3}$. Disorder of the band edge affects both $N_c$ and $\mu_0$; the dependence of $\mu_0$ on temperature and density is left out.

Two further effects can be sized for the strip.

\textbf{Field lowering of the barrier.} If an empty trap is positively charged, an escaping electron sees the potential energy $-1/(\epsilon x)-Fx$ along the easiest direction, with $\epsilon$ the relative permittivity. Its maximum, where $1/(\epsilon x^2)=F$, lies $2\sqrt{F/\epsilon}$ below the zero-field edge. For a rough $\epsilon=10$ this is $0.0076$ eV, with the maximum at $x=1/\sqrt{\epsilon F}=38$ nm. That is farther away than the neighbouring traps, whose charges are ignored here, so this formula for an isolated trap is only a rough guide. Applying it to escape in all directions, with capture unchanged, overestimates the effect and gives $0.029$ cm$^2$/Vs. A trap that is neutral when empty has no such Coulomb barrier.

\textbf{Tunnelling from trap to trap.} The probability of finding no other trap within distance $\rho$ is $e^{-4\pi N_t\rho^3/3}$. Its integral over $\rho$ is the mean distance to the nearest trap, $d=7.0$ nm. The wave function of a trapped electron decays over $a=1/\sqrt{2mE_t}=0.75$ nm. With an assumed attempt rate of $10^{13}$ s$^{-1}$, the hop rate is
\begin{equation}
w=10^{13}\,e^{-2d/a}\ \text{s}^{-1}\approx8\times10^4\ \text{s}^{-1},
\end{equation}
against $2\times10^7$ s$^{-1}$ for release into the band. This comparison holds at the mean distance only: about one trap in five has a neighbour closer than $4.9$ nm, where the hop is faster than release. Random hops of length $d$ have diffusion constant $wd^2/6$, so their mobility is $wd^2/(6kT)\approx2\times10^{-7}$ cm$^2$/Vs. This value can be wrong by several decades, because $w$ depends exponentially on distance and the distances are random. A safer comparison uses an upper bound. Averaging rate times squared distance over all neighbours of a trap gives the mobility
\begin{equation}
\frac{10^{13}\ \text{s}^{-1}}{6kT}\int_0^\infty4\pi N_t\rho^4e^{-2\rho/a}\,d\rho
=\frac{10^{13}\ \text{s}^{-1}}{kT}\,\frac{\pi N_ta^5}{2}
\approx7\times10^{-4}\ \text{cm}^2/\text{Vs}.
\end{equation}
It is too high because close pairs mostly pass an electron back and forth, yet it is still about thirty times smaller than $\mu_d$. With these assumed values, conduction goes mainly through the band.

Of the corrections given numbers here, at 300 K and low density, the spread of depths and the meaning of the ratio $0.2$ matter most: each can halve the result. The value $0.02$ cm$^2$/Vs therefore belongs to the stated model, with $0.2$ read as a ratio of states. A real film can differ from it by more than a factor of two, because the spread of depths enters exponentially: doubling the assumed $s$ raises its factor from $2.0$ to about $15$ at total densities up to about $10^{14}$ cm$^{-3}$. The deep sites then fill early, and the factor is about $9$ at $10^{16}$ and $3$ at $10^{17}$ cm$^{-3}$. The remaining values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV
band mobility 10.0 cm2/Vs, trap depth 0.20 eV
state-density ratio r = g Nt/Nc = 0.20, g = 2
band mass 0.34 m_e, relative permittivity 10
effective band density Nc = 4.975e+18 cm^-3
trap site density Nt = 4.975e+17 cm^-3
depth/kT = 7.7363, exp(depth/kT) = 2290.1
trapped electrons per free electron = 458.0
drift mobility, formula = 0.02179 cm2/Vs
drift mobility, full statistics = 0.02179 cm2/Vs
drift mobility, simulated transits = 0.02179 cm2/Vs
if 0.2 counted sites only: 0.01090 cm2/Vs
capture cross-section 1.0e-15 cm2
thermal speed 1.845e+07 cm/s
mean free time before capture 0.1089 ns
mean time in a trap 49.89 ns
strip length 10 um, bias 1.0 V
field 1000 V/cm = 0.0010 MV/cm
transit time without traps 0.100 us
transit time with traps 45.90 us
captures per transit 918
relative spread of simulated times 0.0463
half-filling free density n1 = 1.086e+15 cm^-3
working total density 1.0e+16 cm^-3
  free density there 2.223e+13 cm^-3
  trap filling there 0.0201
  mobility there 0.02223 cm2/Vs
mobility at total density 1.0e+17 cm^-3: 0.0272 cm2/Vs
mobility at total density 5.0e+17 cm^-3: 0.4801 cm2/Vs
switched-on channel, 2.0e+18 cm^-3: 7.514 cm2/Vs
Arrhenius slope at 300 K, statistics 0.2383 eV
Arrhenius slope at 300 K, formula 0.2383 eV
mobility at 250 K: 0.00353 cm2/Vs
mobility at 350 K: 0.08240 cm2/Vs
depth spread 0.030 eV: trapping times 1.961
  mobility with that spread 0.01112 cm2/Vs
barrier lowering, charged empty traps 0.00759 eV
  mobility with full lowering 0.02920 cm2/Vs
mean nearest trap distance 6.99 nm
trap wave-function decay length 0.749 nm
tunnelling attempt rate 1.0e+13 1/s
trap-to-trap hop rate 7.72e+04 1/s
trap release rate 2.00e+07 1/s
trap-to-trap hopping mobility 2.4e-07 cm2/Vs
diffusive spread / strip length 0.227
\end{verbatim}
